# Energy Extrapolation and the Renormalized Correction in Selected Configuration Interaction, part 1

(Sections cited here and not found follow in the second part.)

## 1. Definitions and conventions

Take a finite orbital basis and the space \(\mathcal S\) of all many-electron functions of one chosen symmetry that the basis allows. Within \(\mathcal S\) the Hamiltonian \(H\) has a nondegenerate ground state \(\Psi_0\) with energy \(E_0\), the full-CI energy, and its next level is \(E_1>E_0\). All functions and matrix elements are real. The algebra is in atomic units; numerical energies are in eV.

A selected CI calculation keeps a subset of the determinants. These span the selected space \(V\), with projector \(P\). The lowest eigenpair of \(PHP\) in \(V\) is

\[
PH\Psi_V=E_V\Psi_V,\qquad \langle\Psi_V|\Psi_V\rangle=1 .
\]

The variational principle gives \(E_V\ge E_0\). The determinants left out are called external and carry the label \(a\). For each of them define

\[
h_a=\langle a|H|\Psi_V\rangle,\qquad D_a=H_{aa}-E_V ,
\]

where \(H_{aa}=\langle a|H|a\rangle\). We assume \(D_a>0\) for every external determinant. The coupling \(h_a\) says how strongly \(a\) is reached from the selected wavefunction, and \(D_a\) is the energy cost of occupying it.

## 2. The second-order correction

The Epstein–Nesbet choice of zeroth-order Hamiltonian is

\[
H_0=PHP+\sum_a H_{aa}|a\rangle\langle a| .
\]

\(\Psi_V\) is an eigenfunction of \(H_0\) with eigenvalue \(E_V\). The perturbation \(W=H-H_0\) contains the coupling between \(V\) and the external determinants and the off-diagonal couplings among the external determinants. It has no element inside \(V\), so the first-order energy \(\langle\Psi_V|W|\Psi_V\rangle\) vanishes, and the first-order function has no component on the other eigenfunctions in \(V\). Its external amplitudes are

\[
c_a=\frac{\langle a|W|\Psi_V\rangle}{E_V-H_{aa}}=-\frac{h_a}{D_a}.
\]

The second-order energy is

\[
E_2=\sum_a h_a c_a=-\sum_a\frac{h_a^2}{D_a}\le 0 .
\]

The question of the first half is why a plot of \(E_V\) against \(E_2\), for a series of growing spaces, should be close to a straight line, and why the line should be read at \(E_2=0\).

## 3. An identity for the missing energy

Suppose \(E_V<E_1\). Then \(\Psi_V\) cannot be orthogonal to \(\Psi_0\): a function in \(\mathcal S\) orthogonal to the ground state has an energy of at least \(E_1\). We may therefore scale the full-CI function so that its overlap with \(\Psi_V\) is one,

\[
\Psi=\frac{\Psi_0}{\langle\Psi_V|\Psi_0\rangle},\qquad \langle\Psi_V|\Psi\rangle=1,
\]

and call its external coefficients \(C_a=\langle a|\Psi\rangle\).

Multiply \(H\Psi=E_0\Psi\) from the left by \(\langle\Psi_V|\). The right side is \(E_0\). On the left, let \(H\) act on \(\Psi_V\). The part of \(H\Psi_V\) inside \(V\) is \(E_V\Psi_V\) by the eigenvalue equation, and the part outside has components \(h_a\):

\[
H\Psi_V=E_V\Psi_V+\sum_a h_a|a\rangle .
\]

Taking the overlap with \(\Psi\) gives \(E_V+\sum_a h_aC_a\), and hence

\[
E_0-E_V=\sum_a h_aC_a .
\]

No perturbation theory has entered. The rearrangement of the full-CI function inside \(V\) does not appear explicitly, although it influences the values of \(C_a\).

The second-order energy has the same form with \(c_a\) in place of \(C_a\). Define the ratio of the two sums, for \(E_2\ne0\),

\[
\kappa=\frac{\sum_a h_aC_a}{\sum_a h_ac_a}=\frac{E_0-E_V}{E_2}.
\]

Then

\[
E_V=E_0-\kappa E_2 .
\]

To see what \(\kappa\) measures, write \(h_aC_a=h_ac_a(C_a/c_a)\) for the determinants with \(h_a\neq0\), and use \(h_ac_a=-h_a^2/D_a\). The minus signs cancel between numerator and denominator:

\[
\kappa=\frac{\sum_a (h_a^2/D_a)\,(C_a/c_a)}{\sum_a h_a^2/D_a}.
\]

So \(\kappa\) is a mean of the ratios of full-CI to first-order amplitudes, weighted by the contribution of each determinant to \(|E_2|\). If \(\kappa\) is larger than one, second order finds too little of the missing energy; if it is smaller than one, it finds too much.

The relation \(E_V=E_0-\kappa E_2\) becomes a straight line when \(\kappa\) is the same for all the spaces in the plot. This is the physical content of linear extrapolation: the amplitudes may be wrong, provided that their weighted relative error stays the same while the space grows.

## 4. Why the intercept is the full-CI energy

If \(\kappa\) could grow without limit as \(E_2\) goes to zero, the product \(\kappa E_2\) might not vanish. An upper bound excludes this.

The variance of \(H\) in \(\Psi_V\) is the squared norm of \((H-E_V)\Psi_V=\sum_ah_a|a\rangle\):

\[
\sigma^2=\sum_a h_a^2 .
\]

Next consider the operator \((H-E_0)(H-E_1)\). On an eigenfunction in \(\mathcal S\) with energy \(E\) it equals \((E-E_0)(E-E_1)\). This is zero for \(E=E_0\) and for \(E=E_1\), and positive for higher levels. Its mean value in \(\Psi_V\) is therefore not negative. Using \(\langle H^2\rangle=\sigma^2+E_V^2\),

\[
\begin{aligned}
0&\le \langle H^2\rangle-(E_0+E_1)E_V+E_0E_1\\
&=\sigma^2+(E_V-E_0)(E_V-E_1).
\end{aligned}
\]

Move the product to the other side and divide by \(E_1-E_V\), which is positive by assumption:

\[
E_V-E_0\le\frac{\sigma^2}{E_1-E_V}.
\]

Division by \(|E_2|\) gives

\[
\kappa\le\frac{\sigma^2/|E_2|}{E_1-E_V}.
\]

The numerator is a weighted mean of the \(D_a\), because \(h_a^2=D_a(h_a^2/D_a)\). It cannot exceed the largest diagonal element of \(H\) minus \(E_0\), which is finite in a finite basis. If each space contains the previous one, \(E_V\) does not rise, so the denominator does not shrink. Thus \(\kappa\) is bounded along the whole series, and \(E_2\to0\) forces \(E_V\to E_0\).

The condition \(E_V<E_1\) matters. If \(\Psi_V\) were an excited eigenfunction of \(H\), all \(h_a\) and hence \(E_2\) would vanish, while \(E_V\) would differ from \(E_0\). A plot against \(E_2\) cannot reveal by itself that the wrong state is being followed.

## 5. What error a straight line makes

The intercept is right in the limit, but a line drawn through points at finite \(E_2\) need not reach it. Let two spaces have second-order energies \(e_1,e_2\) and ratios \(\kappa_1,\kappa_2\). Their variational energies are \(E_0-\kappa_1e_1\) and \(E_0-\kappa_2e_2\). The line through the two points takes at zero the value

\[
E_{\rm line}=\frac{(E_0-\kappa_1e_1)e_2-(E_0-\kappa_2e_2)e_1}{e_2-e_1}.
\]

The terms with \(E_0\) add up to \(E_0(e_2-e_1)\), and the others to \(e_1e_2(\kappa_2-\kappa_1)\). Therefore

\[
E_{\rm line}-E_0=\frac{e_1e_2(\kappa_2-\kappa_1)}{e_2-e_1}.
\]

The value of \(\kappa\) has dropped out; its change remains. Let the second space be the larger one, and suppose that its \(|E_2|\) is the smaller, as in the ring of section 7, so that \(e_2-e_1>0\). The product \(e_1e_2\) is positive, so a \(\kappa\) that falls as the space grows puts the intercept below full CI. The extrapolated energy is not an upper bound.

Extrapolation competes with the simpler estimate \(E_V+E_2\), whose error is

\[
E_V+E_2-E_0=(1-\kappa)E_2 .
\]

Comparing magnitudes at the larger space, the two-point line is the better estimate when

\[
\frac{|e_1|\,|\kappa_2-\kappa_1|}{|e_2-e_1|}<|1-\kappa_2| .
\]

It gains when \(\kappa\) is steady but different from one.

For a least-squares line through several points the intercept is a linear combination \(\sum_i\omega_iE_{V,i}\). The fit reproduces data that lie on a line. Applied to constant data this requires \(\sum_i\omega_i=1\), and applied to data proportional to \(e_i\) it requires \(\sum_i\omega_ie_i=0\). Inserting \(E_{V,i}=E_0-\kappa_ie_i\), and subtracting any constant \(k\) from the \(\kappa_i\) at no cost, gives

\[
E_{\rm line}-E_0=-\sum_i\omega_i(\kappa_i-k)e_i .
\]

Again variation of \(\kappa\) is the source of the error.

The slope is a different matter. If \(\kappa\) is treated as a smooth function of \(E_2\) along the series, differentiation gives

\[
\frac{dE_V}{dE_2}=-\kappa-E_2\frac{d\kappa}{dE_2}.
\]

The slope equals \(-\kappa\) when \(\kappa\) is constant, and it is \(-1\) if that constant is one. That \(\kappa\) varies slowly is an assumption about the system and the selection rule. It is plausible when each enlargement leaves behind external determinants of similar character, but nothing derived here guarantees it.

## 6. A nearly complete space

One might expect \(\kappa\) to approach one as \(V\) approaches the full space. The case of a single missing determinant \(a\) shows why it need not.

Write \(\Psi=\Psi_V+\chi\) with \(\chi\) orthogonal to \(\Psi_V\). Let \(H_\perp\) be \(H\) restricted to the functions in \(\mathcal S\) orthogonal to \(\Psi_V\). Projecting \((H-E_0)\Psi=0\) onto these functions gives

\[
(H_\perp-E_0)\chi=-h_a|a\rangle .
\]

The operator \(A=H_\perp-E_0\) is positive, since a function with mean energy \(E_0\) would have to be \(\Psi_0\), which is not orthogonal to \(\Psi_V\). Solving for \(\chi\) and inserting \(C_a=\langle a|\chi\rangle\) into the identity of section 3,

\[
E_V-E_0=h_a^2\,(A^{-1})_{aa}.
\]

Since \(|E_2|=h_a^2/D_a\), the ratio is \(\kappa=D_a(A^{-1})_{aa}\). The Cauchy–Schwarz inequality for the vectors \(A^{1/2}|a\rangle\) and \(A^{-1/2}|a\rangle\), whose overlap is one, gives \(A_{aa}(A^{-1})_{aa}\ge1\). With \(A_{aa}=H_{aa}-E_0=D_a+E_V-E_0\),

\[
\kappa\ge\frac{D_a}{D_a+E_V-E_0}.
\]

When the missing energy is small compared with \(D_a\), the right side is close to one, so \(\kappa\) cannot lie noticeably below one. It can lie above one, because the missing determinant couples to the other functions orthogonal to \(\Psi_V\), and second order ignores those couplings.

## 7. The ring of six hydrogen atoms

The example is a regular H\(_6\) ring with a neighbour distance of 1.30 angstrom, in the 6-31G basis with restricted Hartree–Fock (RHF) orbitals. There are 12 orbitals and 48400 determinants, of which 12136 are totally symmetric in \(D_{2h}\), the abelian subgroup of the ring's point group that is used to label the orbitals. The selected spaces are also closed under exchange of the two spin occupations, so \(E_1\) is the next level among functions even under that exchange. Full CI gives \(-88.560\) eV, or \(-3.2545\) hartree. This is the reference for the basis; basis-set error and nuclear motion are left out. The basis-set error is large: CCSD(T), which lies within 0.002 eV of full CI in 6-31G, gives \(-89.85\) eV in the cc-pVDZ basis, 1.3 eV lower.

The first space is the RHF determinant. Each later space adds the external determinants with the largest \(h_a^2/D_a\).

| size | \(E_V-E_0\) (eV) | \(E_2\) (eV) | \(\kappa\) |
|---:|---:|---:|---:|
| 1 | 3.0619 | −3.1244 | 0.980 |
| 50 | 0.9291 | −0.8451 | 1.100 |
| 151 | 0.2790 | −0.2450 | 1.139 |
| 301 | 0.0950 | −0.0853 | 1.114 |
| 601 | 0.0371 | −0.0349 | 1.062 |
| 1200 | 0.0141 | −0.0134 | 1.055 |

The ratio rises and then falls. Its values span 0.16, about 15 percent of their mean, over a range in which \(E_2\) shrinks by a factor of more than 200, and this is why the plot looks straight. The individual values depend on how the selection is stepped: growing the spaces in smaller steps gives \(\kappa=1.18\) instead of 1.14 at size 151 and a span of about 0.20, with the same rise and fall.

The gap \(E_1-E_0\) is 8.9 eV, so \(E_V<E_1\) holds for every space. The upper bound on \(\kappa\) at size 1200 is 11.1, ten times the actual value. The bound secures the intercept; it is not an estimate of the slope.

For the last two spaces the error formula gives, with \(\kappa\) to four decimals,

\[
\frac{(-0.0349)(-0.0134)(1.0549-1.0620)}{-0.0134+0.0349}\ {\rm eV}\approx-0.00015\ {\rm eV}.
\]

The program finds the same value from the energies alone. Adding \(E_2\) at size 1200 leaves an error of 0.0007 eV, so here the two-point line is better.

A least-squares line through the last three points has slope \(-1.13\) and misses full CI by \(-0.00155\) eV, or \(-0.057\) millihartree. This is 11 percent of the last variational error, but it is larger than the error of simply adding \(E_2\). The weights \(\omega_i\) of the three points are about \(-0.33\), 0.49 and 0.84. With \(k=1.0549\), the point at size 301 contributes

\[
-(-0.33)(1.1137-1.0549)(-0.0853)\ {\rm eV}\approx-0.0017\ {\rm eV},
\]

and the point at size 601 contributes \(+0.0001\) eV. How the sum is shared among the points depends on the choice of \(k\): with \(k=1.1137\) the point at size 301 contributes nothing, and the other two contribute \(-0.0009\) and \(-0.0007\) eV. The sum does not depend on \(k\), and it comes mainly from the difference between \(\kappa\) at size 301 and the two nearly equal values at the larger sizes. Adding a point can make the intercept worse when \(\kappa\) is different there, as it does in this fit.

Finally, one determinant with a full-CI coefficient of about 0.010 was removed from the complete space. The missing energy is 0.00795 eV and \(|E_2|\) is 0.00765 eV, so \(\kappa=1.040\), above the lower bound of 0.9999. Even this nearly complete space does not have \(\kappa=1\).

# Second half: the renormalized correction

## 8. Symbols and results carried over

\(\Psi_V\) is the normalized lowest eigenfunction in the selected space \(V\), with energy \(E_V\); the full-CI energy is \(E_0\). An external determinant \(a\) has coupling \(h_a=\langle a|H|\Psi_V\rangle\), energy cost \(D_a=H_{aa}-E_V>0\) and first-order amplitude \(c_a=-h_a/D_a\). The second-order energy is \(E_2=-\sum_ah_a^2/D_a\). The first half showed that

\[
E_V=E_0-\kappa E_2,
\]

where \(\kappa\) is a weighted mean of full-CI over first-order amplitudes, and that the error of a two-point line is proportional to the change of \(\kappa\).

One new quantity is needed, the squared norm of the first-order function:

\[
N=\sum_a c_a^2=\sum_a\frac{h_a^2}{D_a^2}.
\]

It measures how much external weight first order adds to a reference of weight one.

## 9. A model that can be solved

Second order evaluates the energy cost of each external determinant relative to \(E_V\), although the corrected state lies lower. To see the effect of this, keep \(\Psi_V\) fixed and let the external determinants couple to it but not to one another. The model Hamiltonian is

\[
H_{\rm b}=E_V|\Psi_V\rangle\langle\Psi_V|+\sum_aH_{aa}|a\rangle\langle a|
+\sum_ah_a\big(|a\rangle\langle\Psi_V|+|\Psi_V\rangle\langle a|\big).
\]

Its matrix has entries on the diagonal and along one border, so call it the border model. Two things have been dropped from \(H\): the couplings \(H_{ab}\) between different external determinants, and the freedom of the wavefunction to rearrange inside \(V\).

Let the lowest eigenvalue be \(E_V-x\), with \(x>0\), and write the eigenfunction as \(\Psi_V+\sum_ab_a|a\rangle\). The component of the eigenvalue equation on \(a\) reads

\[
h_a+H_{aa}b_a=(E_V-x)b_a .
\]

Collecting the terms in \(b_a\) gives \((D_a+x)b_a=-h_a\), so

\[
b_a=-\frac{h_a}{D_a+x}.
\]

The component on \(\Psi_V\) reads \(E_V+\sum_ah_ab_a=E_V-x\), hence

\[
x=\sum_a\frac{h_a^2}{D_a+x}.
\]

For \(x>0\) the left side rises and the right side falls, so there is one positive root. Setting \(x=0\) on the right gives \(|E_2|\). The true root contains the larger denominators \(D_a+x\), because the cost of an excitation must be counted from the lowered energy. It follows that \(x\le|E_2|\): within this model second order overshoots.

We have seen that the plot of \(E_V\) against \(E_2\) is straight when \(\kappa\) is steady, and that within the border model second order overshoots because it counts excitation costs from \(E_V\) instead of the lowered energy. It remains to derive the renormalized correction from the model's root equation and to test it against full CI, in extrapolation and for growing systems.
